# Fock Exchange for Two-Component Spinors in the PAW Method, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the determinant to the PAW exchange energy

A set of electrons is described by two-component spinors

$$\psi_n(\mathbf r)=\begin{pmatrix}\psi_n^{\uparrow}(\mathbf r)\\ \psi_n^{\downarrow}(\mathbf r)\end{pmatrix},$$

whose spin direction may vary from point to point, as it does with spin–orbit coupling or non-collinear magnetism. The problem is to find how the Fock exchange energy and the exchange operator look in the projector augmented-wave (PAW) method, and in particular where the spin indices end up.

Hartree atomic units are used. The system is isolated, so that all Coulomb integrals converge. The electron–electron interaction is the instantaneous Coulomb repulsion, which does not act on spin. For two functions $a$ and $b$,

$$(a|b)=\iint \frac{a(\mathbf r)\,b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' ,$$

with no complex conjugation implied. A dagger acts on the two spin components at one point: $\psi_n^\dagger\psi_m=\sum_\sigma\psi_n^{\sigma*}\psi_m^\sigma$.

### (a) Which pair density enters the exchange energy?

*Take $N$ orthonormal spinors in a single Slater determinant. Evaluate the mean electron repulsion and identify the exchange part.*

**Solution.** The determinant is

$$\Psi=\frac{1}{\sqrt{N!}}\sum_{P}\mathrm{sgn}(P)\prod_{k=1}^{N}\psi_{P(k)}(\mathbf r_k,\sigma_k).$$

All electrons are equivalent, so the mean repulsion is $\tfrac12N(N-1)$ times the mean of $1/r_{12}$. In that mean, electrons $3,\dots,N$ are integrated without any operator acting on them. Orthonormality then requires each of them to be in the same orbital in $\Psi^*$ and in $\Psi$. Electrons 1 and 2 are left with two orbitals $n\neq m$, which are arranged in $\Psi^*$ either as in $\Psi$ or interchanged; the interchange brings a minus sign. Each ordered pair $(n,m)$ occurs with $(N-2)!$ arrangements of the others, so the prefactor is

$$\frac{N(N-1)}{2}\,\frac{(N-2)!}{N!}=\frac12 .$$

The interchanged term therefore gives

$$-\frac12\sum_{n\ne m}\sum_{\sigma\sigma'}\iint
\frac{\psi_n^{\sigma*}(\mathbf r)\,\psi_m^{\sigma'*}(\mathbf r')\,\psi_m^{\sigma}(\mathbf r)\,\psi_n^{\sigma'}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

The electron at $\mathbf r$ has the same spin label $\sigma$ in the bra and in the ket because $1/r_{12}$ does not change spin. The same holds for $\sigma'$ at $\mathbf r'$. The two spin sums thus separate, each at its own point, and define

$$n_{nm}(\mathbf r)=\sum_\sigma\psi_n^{\sigma*}(\mathbf r)\psi_m^{\sigma}(\mathbf r)=\psi_n^\dagger(\mathbf r)\psi_m(\mathbf r).$$

This is a single complex function, the spin trace of the $2\times2$ object $\psi_m^{\sigma}\psi_n^{\sigma'*}$. The terms $n=m$ may be added to the direct and the exchange sums, since they cancel between them. With occupations $f_n$, which for fractional values is a definition of the functional and not the mean value in one determinant,

$$E_x=-\frac12\sum_{nm}f_nf_m\,(n_{nm}|n_{mn}),\qquad n_{mn}=n_{nm}^* . \tag{1}$$

Two limits show its content. For spinors with opposite spins along one common axis, $n_{nm}=0$ at every point and there is no exchange between them. For parallel spins $n_{nm}$ is the usual product of spatial orbitals. If the spins are neither parallel nor opposite, the pair density interpolates between the two through the local overlap of the spin directions.

### (b) The pair density in PAW

*Introduce the PAW transformation with spin-independent partial waves. Express $n_{nm}$ through smooth quantities and projections.*

**Solution.** Around each atom there is an augmentation sphere, and the spheres do not overlap. The dataset supplies all-electron partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ that coincide with them outside the sphere, and projectors $p_i$, confined to the sphere, with $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. The index $i$ holds the angular momentum numbers and a counter of radial functions. These functions are taken from a scalar-relativistic atom and carry no spin. The transformation consequently acts on each spin component separately:

$$\psi_n^\sigma=\tilde\psi_n^\sigma+\sum_i(\phi_i-\tilde\phi_i)P_{ni}^\sigma,\qquad P_{ni}^\sigma=\langle p_i|\tilde\psi_n^\sigma\rangle . \tag{2}$$

A sum over atoms is understood.

Assume that inside a sphere the smooth spinor lies in the span of the smooth partial waves, $\tilde\psi_n^\sigma=\sum_i\tilde\phi_iP_{ni}^\sigma$. Then (2) gives $\psi_n^\sigma=\sum_i\phi_iP_{ni}^\sigma$ there. Inside the sphere the all-electron pair density is

$$n_{nm}=\sum_{ij}\phi_i^*\phi_j\,w_{ij}^{nm},\qquad w_{ij}^{nm}=\sum_\sigma P_{ni}^{\sigma*}P_{mj}^\sigma , \tag{3}$$

and the smooth one, $\tilde n_{nm}=\tilde\psi_n^\dagger\tilde\psi_m$, has the same form with $\tilde\phi_i^*\tilde\phi_j$. Outside the spheres $n_{nm}=\tilde n_{nm}$. Both statements are contained in

$$n_{nm}=\tilde n_{nm}+\sum_{ij}\left(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j\right)w_{ij}^{nm}. \tag{4}$$

For a given pair of orbitals the spin has been summed in the smooth part and in the one-centre part alike. No spin-resolved pair density is needed.

Two conditions have been used. The first is the span. If $\tilde\psi_n^\sigma=\sum_i\tilde\phi_iP_{ni}^\sigma+\delta_n^\sigma$ in the sphere, and $\Delta_n^\sigma=\sum_i(\phi_i-\tilde\phi_i)P_{ni}^\sigma$, then the true pair density contains the additional terms $\sum_\sigma(\delta_n^{\sigma*}\Delta_m^\sigma+\Delta_n^{\sigma*}\delta_m^\sigma)$, which (4) omits. The omission is of first order in the missing part $\delta$.

The second condition is that the partial waves carry no spin. With partial waves that are themselves spinors $\phi_i^\sigma$, obtained for instance from a two-component radial equation with spin–orbit coupling, there is one projection $P_{ni}$ per channel and (3) becomes $\sum_{ij}(\sum_\sigma\phi_i^{\sigma*}\phi_j^\sigma)P_{ni}^*P_{mj}$. The pair density is still a spin trace, but the spin then sits in the channel index and the $2\times2$ matrices found below do not appear separately.

### (c) Separating the spheres from the smooth grid

*The smooth pair density has the wrong multipole moments. Add compensation charges and reduce $(n_{nm}|n_{mn})$ to a smooth integral and one-centre terms.*

**Solution.** Let $L$ stand for $(\ell,m_\ell)$, and let $Y_L$ be real spherical harmonics. Choose functions $g_L$ of angular form $Y_L$, confined to the sphere, with unit moment

$$\int g_L(\mathbf r)\,r^{\ell'}Y_{L'}(\hat{\mathbf r})\,d\mathbf r=\delta_{LL'} .$$

The moments missing from the smooth partial-wave products, and the charges that restore them, are

$$\Delta_{ijL}=\int r^\ell Y_L\left(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j\right)d\mathbf r,\qquad
\hat Q_{ij}=\sum_L\Delta_{ijL}\,g_L .$$

The compensated smooth pair density is

$$\bar n_{nm}=\tilde n_{nm}+\hat n_{nm},\qquad \hat n_{nm}=\sum_{ij}\hat Q_{ij}\,w_{ij}^{nm}. \tag{5}$$

It inherits the spin-traced coefficient $w_{ij}^{nm}$. Adding and subtracting $\hat n_{nm}$ in (4) gives $n_{nm}=\bar n_{nm}+d_{nm}$ with

$$d_{nm}=\sum_{ij}\left(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j-\hat Q_{ij}\right)w_{ij}^{nm}.$$

The part of $d_{nm}$ in one sphere has no multipole moments, provided that $L$ runs over every value reached by products of two partial waves, that is up to twice the largest angular momentum in the dataset. The potential of a confined charge, outside its sphere, is

$$\sum_L\frac{4\pi}{2\ell+1}\,\frac{q_L\,Y_L(\hat{\mathbf r})}{r^{\ell+1}},$$

with $q_L$ its moments. For $d_{nm}$ all $q_L$ are zero, so its potential vanishes outside the sphere.

Now expand the Coulomb integral:

$$(n_{nm}|n_{mn})=(\bar n_{nm}|\bar n_{mn})+(d_{nm}|\bar n_{mn})+(\bar n_{nm}|d_{mn})+(d_{nm}|d_{mn}).$$

In the last term, contributions from two different spheres vanish, because one charge lies where the potential of the other is zero. In the two mixed terms the potential of $d$ meets $\bar n$ only inside the same sphere. There the span condition gives

$$\bar n_{nm}=\sum_{ij}\left(\tilde\phi_i^*\tilde\phi_j+\hat Q_{ij}\right)w_{ij}^{nm},\qquad \bar n_{nm}+d_{nm}=\sum_{ij}\phi_i^*\phi_j\,w_{ij}^{nm}.$$

The last three terms are therefore a completed square without its first member, $(\bar n+d|\bar n+d)-(\bar n|\bar n)$, with both integration points restricted to the sphere. Written out,

$$(n_{nm}|n_{mn})=(\bar n_{nm}|\bar n_{mn})+\sum_{ijkl}\Delta C_{ijkl}\,w_{ij}^{nm}w_{kl}^{mn}, \tag{6}$$

$$\Delta C_{ijkl}=(\phi_i^*\phi_j|\phi_k^*\phi_l)_{\rm sph}-(\tilde\phi_i^*\tilde\phi_j+\hat Q_{ij}\,|\,\tilde\phi_k^*\tilde\phi_l+\hat Q_{kl})_{\rm sph}. \tag{7}$$

The tensor $\Delta C$ is a property of the dataset and has no spin index. It is symmetric under exchange of the two integration points, $\Delta C_{ijkl}=\Delta C_{klij}$, and complex conjugation gives $\Delta C_{ijkl}^*=\Delta C_{jilk}$.

The division between the two terms of (6) depends on the shape chosen for $g_L$ inside the sphere. Their sum does not, since the left side knows nothing of $g_L$.

### (d) Summing over the occupied orbitals

*Insert (6) into (1), and express the one-centre energy by a density matrix of projections. What becomes of the two spin traces?*

**Solution.** Define, for each atom,

$$\rho_{ij}^{\sigma\sigma'}=\sum_nf_n\,P_{ni}^{\sigma}P_{nj}^{\sigma'*}. \tag{8}$$

This is the projected form of the one-particle density matrix $\sum_nf_n|\tilde\psi_n\rangle\langle\tilde\psi_n|$. For fixed $i,j$ it is a $2\times2$ matrix in spin, and $(\rho_{ij}^{\sigma\sigma'})^*=\rho_{ji}^{\sigma'\sigma}$.

The one-centre part of $E_x$ is

$$E_{1c}=-\frac12\sum_{nm}f_nf_m\sum_{ijkl}\Delta C_{ijkl}\,w_{ij}^{nm}w_{kl}^{mn},$$

and the product of the two traced coefficients is

$$w_{ij}^{nm}w_{kl}^{mn}=\sum_{\sigma\sigma'}P_{ni}^{\sigma*}P_{mj}^{\sigma}\;P_{mk}^{\sigma'*}P_{nl}^{\sigma'} .$$

To sum over $n$, collect the factors that carry $n$: they are $P_{nl}^{\sigma'}P_{ni}^{\sigma*}$, and their weighted sum is $\rho_{li}^{\sigma'\sigma}$. The factors that carry $m$ are $P_{mj}^{\sigma}P_{mk}^{\sigma'*}$, which sum to $\rho_{jk}^{\sigma\sigma'}$. Thus

$$E_{1c}=-\frac12\sum_{ijkl}\Delta C_{ijkl}\sum_{\sigma\sigma'}\rho_{li}^{\sigma'\sigma}\rho_{jk}^{\sigma\sigma'} . \tag{9}$$

The spin traces have been regrouped. In a pair density, $\sigma$ joins two different orbitals at one point. In $\rho$, the two indices belong to the same orbital at two different points, $\mathbf r$ and $\mathbf r'$. Nothing forces these two labels to be equal, so all four spin blocks of $\rho$ enter. The spin sum in (9) is the trace of a matrix product, ${\rm Tr}(\rho_{li}\rho_{jk})$, and not a product of traces.

The difference is already visible for two electrons with opposite spins in the same spatial state. In spin space $\rho$ is proportional to the unit matrix, and ${\rm Tr}(1\cdot1)=2$: each electron exchanges with itself. The product of traces would be $({\rm Tr}\,1)^2=4$, which would add an exchange between opposite spins that (1) excludes.

The smooth part of (6) is not reduced in this way. It is kept as a sum over pairs of orbitals of $(\bar n_{nm}|\bar n_{mn})$, where each density is one spin-traced function.

## Second half: strengths, spin rotations and a worked case

The second half uses the following from the first. The projections are $P_{ni}^\sigma=\langle p_i|\tilde\psi_n^\sigma\rangle$, and their density matrix is $\rho_{ij}^{\sigma\sigma'}=\sum_nf_nP_{ni}^\sigma P_{nj}^{\sigma'*}$. The compensated smooth pair density $\bar n_{nm}=\sum_\sigma\tilde\psi_n^{\sigma*}\tilde\psi_m^\sigma+\sum_{ij}\hat Q_{ij}\sum_\sigma P_{ni}^{\sigma*}P_{mj}^\sigma$ is spin traced. The tensor $\Delta C_{ijkl}$ is the all-electron minus the compensated smooth Coulomb integral in the sphere; it is free of spin. The exchange energy is

$$E_x=-\frac12\sum_{nm}f_nf_m(\bar n_{nm}|\bar n_{mn})-\frac12\sum_{ijkl}\Delta C_{ijkl}\sum_{\sigma\sigma'}\rho_{li}^{\sigma'\sigma}\rho_{jk}^{\sigma\sigma'} . \tag{10}$$

### (e) The one-centre strengths and the exchange operator

*Differentiate (10) to obtain the operator that acts on a smooth spinor. Compare its spin structure with that of the Hartree term.*

The exchange energy now has the form (10): a smooth part built from spin-traced pair densities, and a one-centre part in which all four spin blocks of the projected density matrix enter. What remains is to derive the exchange operator and its strengths, examine spin rotations and exchange with a closed-shell core, and work through a numerical example.
